# Why decays to a fermion pair start as β or β³

## 1. A pair produced at rest

Let a particle of mass $M$ decay to a Dirac fermion and its antiparticle, each of mass $m$. Suppose first that $M$ is so close to $2m$ that both are practically at rest. In the Dirac representation,

$$\gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad \gamma^i=\begin{pmatrix}0&\sigma_i\\-\sigma_i&0\end{pmatrix},\quad \gamma_5=\begin{pmatrix}0&1\\1&0\end{pmatrix},$$

the fermion spinor at rest has upper components only, $u=\sqrt{2m}\,(\xi,0)$, and the antifermion spinor has lower components only, $v=\sqrt{2m}\,(0,\eta)$. The amplitude is proportional to $\bar u\Gamma v=u^\dagger\gamma^0\Gamma v$, so it survives only if $\gamma^0\Gamma$ connects upper to lower components:

- scalar, $\Gamma=1$: $\gamma^0$ is block diagonal, and the amplitude is 0;
- pseudoscalar, $\Gamma=i\gamma_5$: the amplitude is $2im\,\xi^\dagger\eta$;
- vector, $\Gamma=\gamma^i$: the amplitude is $2m\,\xi^\dagger\sigma_i\eta$;
- axial vector, $\Gamma=\gamma^i\gamma_5$: $\gamma^0\gamma^i\gamma_5=\mathrm{diag}(\sigma_i,\sigma_i)$, and the amplitude is 0.

Two couplings can make a pair at rest and two cannot. The latter need at least one power of momentum in the amplitude, hence two in the rate. The remaining single power of $\beta$ is common to all four and comes from phase space.

## 2. Statement and conventions

Natural units and the metric $(+,-,-,-)$ are used. The interaction is $g$ times the decaying field times $\bar\psi\Gamma\psi$, with $g$ real, dimensionless and constant. In the rest frame of the parent the fermion has momentum $\mathbf p$, the antifermion $-\mathbf p$, and

$$E=\frac M2,\qquad \beta=\frac{|\mathbf p|}{E}=\sqrt{1-\frac{4m^2}{M^2}} .$$

At tree level, summed over final spins and averaged over the parent's polarizations, the widths are

$$\Gamma_S=\frac{g^2M}{8\pi}\beta^3,\qquad \Gamma_P=\frac{g^2M}{8\pi}\beta,$$
$$\Gamma_V=\frac{g^2M}{12\pi}\,\beta\,\frac{3-\beta^2}{2},\qquad \Gamma_A=\frac{g^2M}{12\pi}\beta^3 .$$

At fixed $M$ and $g$, three of these are pure powers. The vector width is proportional to $\beta$ only near threshold.

## 3. First contribution: phase space

The momentum delta function removes the antifermion integral, leaving

$$\int\frac{p^2dp\,d\Omega}{(2\pi)^2\,4E^2}\,\delta(M-2E).$$

Since $E^2=p^2+m^2$, we have $p\,dp=E\,dE$ and $p^2dp=pE\,dE$. The delta function gives $1/2$, so the result is $\int d\Omega\,\beta/(32\pi^2)=\beta/(8\pi)$. Dividing by the flux factor $2M$,

$$\Gamma=\frac{\beta}{16\pi M}\,\langle|\mathcal M|^2\rangle ,$$

where the brackets denote the spin sum, polarization average and angular average. Any further power of $\beta$ must come from $\mathcal M=g\,\bar u\Gamma v$.

## 4. Second contribution: the traces

The spin sums are $\sum u\bar u=\not p_1+m$ and $\sum v\bar v=\not p_2-m$. With $\bar\Gamma=\gamma^0\Gamma^\dagger\gamma^0$, the summed square divided by $g^2$ is

$$T=\mathrm{Tr}\big[(\not p_1+m)\Gamma(\not p_2-m)\bar\Gamma\big].$$

From $(p_1+p_2)^2=M^2$ follows $p_1\cdot p_2=M^2/2-m^2$. Two combinations will occur:

$$p_1\cdot p_2+m^2=\frac{M^2}{2},\qquad p_1\cdot p_2-m^2=\frac{M^2}{2}-2m^2=\frac{M^2\beta^2}{2}.$$

The first is finite at threshold and the second vanishes there.

**Scalar.** Here $\bar\Gamma=1$, and $T_S=4(p_1\cdot p_2-m^2)=2M^2\beta^2$.

**Pseudoscalar.** Here $\bar\Gamma=i\gamma_5$. The two factors of $i$ give $-1$, and $\gamma_5(\not p_2-m)\gamma_5=-(\not p_2+m)$. Hence $T_P=\mathrm{Tr}[(\not p_1+m)(\not p_2+m)]=4(p_1\cdot p_2+m^2)=2M^2$. The $\gamma_5$ has reversed the relative sign of the mass term and removed the cancellation.

**Vector.** Here $\bar\Gamma=\gamma^\nu$, and

$$V^{\mu\nu}=4\Big[p_1^\mu p_2^\nu+p_1^\nu p_2^\mu-g^{\mu\nu}(p_1\cdot p_2+m^2)\Big].$$

The polarization sum for an on-shell parent of momentum $q=p_1+p_2$ is $-g_{\mu\nu}+q_\mu q_\nu/M^2$. The first part gives

$$4\Big[-2p_1\cdot p_2+4\,\frac{M^2}{2}\Big]=4(M^2+2m^2).$$

For the second, $q\cdot p_1=q\cdot p_2=M^2/2$, so it gives $\frac{4}{M^2}\big[\frac{M^4}{2}-\frac{M^4}{2}\big]=0$. This is current conservation. Thus $T_V=4(M^2+2m^2)$.

**Axial vector.** Here $\bar\Gamma=\gamma^\nu\gamma_5$. Because $\gamma_5(\not p_2-m)\gamma^\nu\gamma_5=(\not p_2+m)\gamma^\nu$, the tensor is $V^{\mu\nu}$ with the sign of $m^2$ reversed:

$$A^{\mu\nu}=4\Big[p_1^\mu p_2^\nu+p_1^\nu p_2^\mu-g^{\mu\nu}(p_1\cdot p_2-m^2)\Big].$$

The two parts of the polarization sum now give

$$-g_{\mu\nu}:\quad 4\big[-(M^2-2m^2)+2(M^2-4m^2)\big]=4M^2-24m^2,$$
$$\frac{q_\mu q_\nu}{M^2}:\quad \frac4{M^2}\Big[\frac{M^4}2-M^2\Big(\frac{M^2}2-2m^2\Big)\Big]=8m^2 .$$

Their sum is $T_A=4M^2-16m^2=4M^2\beta^2$. The second part is essential, because the axial current of a massive fermion is not conserved.

Dividing $T_V$ and $T_A$ by three polarizations, using $1+2m^2/M^2=(3-\beta^2)/2$, and inserting the results in the width formula gives the four widths of section 2.

## 5. The same amplitudes, with the spins visible

The traces show which terms cancel, but they hide the state of the pair. For nonzero momentum define $\kappa=\boldsymbol\sigma\cdot\mathbf p/(E+m)$, so that $\kappa^2=(E-m)/(E+m)$. The Dirac equation gives

$$u=\sqrt{E+m}\begin{pmatrix}\xi\\ \kappa\xi\end{pmatrix},\qquad v=\sqrt{E+m}\begin{pmatrix}-\kappa\eta\\ \eta\end{pmatrix}.$$

The minus sign in $v$ is there because the antifermion moves along $-\mathbf p$. Multiplying out the blocks:

$$S:\ (E+m)\,\xi^\dagger(-\kappa-\kappa)\eta=-2\,\xi^\dagger\boldsymbol\sigma\cdot\mathbf p\,\eta,$$
$$P:\ i(E+m)\,\xi^\dagger(1+\kappa^2)\eta=2iE\,\xi^\dagger\eta,$$
$$V:\ (E+m)\,\xi^\dagger(\sigma_i-\kappa\sigma_i\kappa)\eta=\xi^\dagger\Big[2E\sigma_i-\frac{2p_i\,\boldsymbol\sigma\cdot\mathbf p}{E+m}\Big]\eta,$$
$$A:\ (E+m)\,\xi^\dagger(\kappa\sigma_i-\sigma_i\kappa)\eta=-2i\,\xi^\dagger(\mathbf p\times\boldsymbol\sigma)_i\,\eta .$$

The vector line uses $(\boldsymbol\sigma\cdot\mathbf p)\sigma_i(\boldsymbol\sigma\cdot\mathbf p)=2p_i\,\boldsymbol\sigma\cdot\mathbf p-p^2\sigma_i$ and $p^2=(E+m)(E-m)$. The axial line uses $[\sigma_j,\sigma_i]=-2i\epsilon_{ijk}\sigma_k$.

To read off the total spin, note that an antifermion in spin state $\chi$ is described by the charge-conjugate spinor $i\gamma^2u^*$, which gives $\eta=-i\sigma_2\chi^*$. Since $\sigma_2U^*\sigma_2=U$ for a rotation $U$, $\eta$ rotates in the same way as $\xi$. Therefore $\xi^\dagger\eta$ is invariant and selects the spin singlet, $S=0$, while $\xi^\dagger\sigma_i\eta$ is a vector and selects the triplet, $S=1$.

The scalar and axial amplitudes are linear in $\mathbf p$ and contain $\boldsymbol\sigma$: they are triplet P waves. The pseudoscalar amplitude does not depend on direction: it is a singlet S wave. The sum over spins of $|\xi^\dagger X\eta|^2$ is $\mathrm{Tr}\,XX^\dagger$, so the scalar gives $8p^2=2M^2\beta^2$ and the pseudoscalar $8E^2=2M^2$. For the axial vector, $\sum_i(\mathbf p\times\boldsymbol\sigma)_i^2=3p^2-p^2=2p^2$ gives $4\cdot2\cdot2p^2=4M^2\beta^2$. All three agree with the traces.

## 6. Quantum numbers of the pair

**Parity.** The spinors above satisfy $\gamma^0u(\mathbf p)=u(-\mathbf p)$, but $\gamma^0v=-v$ with the momentum reversed. If $\gamma^0\Gamma\gamma^0=P\,\Gamma$, reversing $\mathbf p$ at fixed $\xi,\eta$ multiplies the amplitude by $-P$. A wave of orbital angular momentum $L$ is multiplied by $(-1)^L$. Hence

$$P=(-1)^{L+1}.$$

The extra minus sign is the opposite intrinsic parity of fermion and antifermion.

**Charge conjugation.** It turns the fermion into the antifermion and conversely. Restoring the original order of the creation operators costs $-1$ by anticommutation, exchanging the momenta gives $(-1)^L$, and exchanging the spins gives $(-1)^{S+1}$. The product is

$$C=(-1)^{L+S}.$$

For the bilinears, $\bar\psi\Gamma\psi\to\bar\psi\,\mathcal C\Gamma^T\mathcal C^{-1}\psi$ with $\mathcal C=i\gamma^2\gamma^0$. In this representation $\gamma^0,\gamma^2$ are symmetric and anticommute with $\mathcal C$, while $\gamma^1,\gamma^3$ are antisymmetric and commute with it. So $\mathcal C\gamma^{\mu T}\mathcal C^{-1}=-\gamma^\mu$: the vector is odd. Applied to the product of four matrices in $\gamma_5$, this gives $\mathcal C\gamma_5^T\mathcal C^{-1}=\gamma_5$, and then $\mathcal C(\gamma^\mu\gamma_5)^T\mathcal C^{-1}=-\gamma_5\gamma^\mu=\gamma^\mu\gamma_5$. The other three are even.

With $|L-S|\le J\le L+S$, the allowed states ${}^{2S+1}L_J$ are:

- scalar, $J^{PC}=0^{++}$: $L$ odd and $S=1$, so ${}^3P_0$;
- pseudoscalar, $0^{-+}$: $L$ even and $S=0$, so ${}^1S_0$;
- vector, $1^{--}$: $L$ even and $S=1$, so ${}^3S_1$ and ${}^3D_1$;
- axial vector, $1^{++}$: $L$ odd and $S=1$, so ${}^3P_1$.

**From $L$ to the power of $\beta$.** For $m>0$ the amplitude of a local vertex can be expanded in powers of $p_x,p_y,p_z$. The terms of total degree $n$ contain only angular functions of order $n,n-2,\dots$, so order $L$ cannot appear before degree $L$. The amplitude in wave $L$ therefore starts no lower than $|\mathbf p|^L$. If the coefficient of this lowest term is not zero, as is the case for every wave listed above, including the phase-space factor gives

$$\Gamma_L\propto\beta^{2L+1}.$$

This gives $\beta$ for an S wave, $\beta^3$ for a P wave and $\beta^5$ for a D wave. The quantum numbers fix the lowest possible power; the amplitude is still needed to show that its coefficient is not zero, and for the behaviour away from threshold. For example, a vertex with a derivative, $\bar\psi\,i\overset{\leftrightarrow}{\partial}{}^i\psi$, is also $1^{--}$, but its amplitude is proportional to $p_i\,\xi^\dagger\boldsymbol\sigma\cdot\mathbf p\,\eta$, and its rate starts as $\beta^5$ even in the S wave.

## 7. Weighing the two vector waves

Split $p_ip_j$ into its trace $p^2\delta_{ij}/3$ and a traceless rest. The vector amplitude becomes $a\sigma_i+D_i$, with

$$a=2E-\frac{2(E-m)}3=\frac{2(2E+m)}3,\qquad D_i=-\frac{2}{E+m}\Big(p_i\,\boldsymbol\sigma\cdot\mathbf p-\frac{p^2\sigma_i}3\Big).$$

The cross term vanishes, since $\sum_i\sigma_i(p_i\,\boldsymbol\sigma\cdot\mathbf p-p^2\sigma_i/3)=p^2-p^2=0$. The squares are

$$T_{\rm S\,wave}=6a^2=\frac{8(2E+m)^2}{3},$$
$$T_{\rm D\,wave}=\frac{4}{(E+m)^2}\cdot2p^4\Big(1-\frac23+\frac13\Big)=\frac{16(E-m)^2}{3}.$$

Their sum is $16E^2+8m^2=4(M^2+2m^2)$, as before. The D-wave fraction is

$$f_D=\frac{2(E-m)^2}{3(2E^2+m^2)} .$$

Near threshold $E-m\approx E\beta^2/2$, so the D-wave rate starts as $\beta\cdot\beta^4=\beta^5$. The decrease of $(3-\beta^2)/2$ with $\beta$ is therefore not a D-wave effect: the D wave adds to the rate. It comes from the S-wave factor $(2E+m)^2$, which falls as $m$ is lowered at fixed $E$.

In the opposite limit, $m\to0$, the fraction $f_D$ tends to $1/3$. There $\Gamma_V$ and $\Gamma_A$ both tend to $g^2M/(12\pi)$, and $\Gamma_S$ and $\Gamma_P$ to $g^2M/(8\pi)$. The differences within each pair came from the sign of a mass term, and they disappear with the mass.

## 8. Numbers

Take the round model values $M=10$ GeV, $m=4$ GeV and $g=0.1$. Then $E=5$ GeV, $p=3$ GeV and $\beta=0.6$. The phase-space factor is $0.6/(8\pi)=0.02387$.

The summed squares $T$ are 72 (scalar), 200 (pseudoscalar), 528 (vector) and 144 GeV² (axial vector). For the vector, the average is $528/3=176$ GeV², and

$$\Gamma_V=\frac{0.01\times176\times0.02387}{2\times10}\ \mathrm{GeV}=2.10\ \mathrm{MeV}.$$

The same arithmetic gives $\Gamma_S=0.859$, $\Gamma_P=2.387$ and $\Gamma_A=0.573$ MeV. The scalar width is $\beta^2=0.36$ times the pseudoscalar width. The axial-to-vector ratio is $2\beta^2/(3-\beta^2)=0.72/2.64=0.273$. Omitting the $q_\mu q_\nu$ term would have reduced the axial sum from 144 to 16 GeV².

The D wave supplies $f_D=2/(3\times66)=1.0\%$ of the vector rate. A numerical projection of the amplitudes on $L$ and $S$ finds this fraction and, in all four channels, just the combinations of $L$ and $S$ listed in section 6. Between $\beta=0.04$ and $0.08$ the D-wave rate grows with the power 5.0035. The excess over 5 is the next term of the expansion: $(E-m)^2\propto\beta^4(1+\beta^2/2)$ adds $(0.08^2-0.04^2)/(2\ln2)=0.0035$.

At fixed $M$ the local exponent of the vector width is

$$\frac{d\ln\Gamma_V}{d\ln\beta}=1-\frac{2\beta^2}{3-\beta^2},$$

which is 0.727 at $\beta=0.6$ and 0.993 at $\beta=0.1$. At $\beta=0.1$ the hierarchy is plain: $\Gamma_P=0.398$ and $\Gamma_V=0.397$ MeV, against $\Gamma_S=0.0040$ and $\Gamma_A=0.0027$ MeV. The full numerical output follows these notes.

## 9. Where the laws change

**Mixed couplings.** If one spin-0 particle has the vertex $a+ib\gamma_5$ with real $a,b$, the interference is proportional to $\mathrm{Tr}(\boldsymbol\sigma\cdot\mathbf p)=0$. The width is proportional to $a^2\beta^3+b^2\beta$, and the linear term dominates for $\beta<|b/a|$. For a vector–axial mixture, one amplitude is even and the other odd in $\mathbf p$, so their interference vanishes in the angular average. In these two mixtures a nonzero pseudoscalar or vector part supplies an S wave, which dominates close enough to threshold.

**A virtual axial particle.** The time component of the axial current in the pair's rest frame is $(E+m)\,\xi^\dagger(1-\kappa^2)\eta=2m\,\xi^\dagger\eta$, a ${}^1S_0$ state. An on-shell spin-1 particle has no time polarization at rest, so this piece drops out. In an off-shell exchange it contributes, with a rate that starts as $\beta$, if the source of the virtual particle has a time component in the pair's rest frame, that is, if the source current is not conserved. For a conserved source the rate still starts as $\beta^3$.

**Varying $M$ instead of $m$.** At fixed $m$ the prefactor $M=2m/\sqrt{1-\beta^2}$ also varies and adds $\beta^2/(1-\beta^2)$ to each local exponent. The threshold powers are unchanged.

**Forces between the products.** The tree amplitude uses free spinors. For a pair with charges $\pm e$ and $\alpha=e^2/4\pi$, the Coulomb energy at distance $1/p$ is of order $\alpha p$, and the kinetic energy is of order $p^2/m$. Their ratio is $\alpha m/p\approx\alpha/\beta$. The powers derived here are therefore only the leading behaviour for $\beta\gg\alpha$, and the correction dies off slowly. In the nonrelativistic Coulomb problem the S-wave rate is multiplied by $X/(1-e^{-X})$ with $X=\pi\alpha/\beta$, which is about $1+\pi\alpha/(2\beta)$ for $\beta\gg\alpha$. For $\alpha=1/137$ and $\beta=0.1$ this raises the S-wave rate by 12%, and the P-wave rate rises by about as much. The local exponents fall from 1 and 3 to about 0.89 and 2.89. For $\beta\ll\alpha$ the S-wave rate tends to a constant instead of vanishing as $\beta$.

## Numbers as computed

```
parent mass M = 10.0 GeV, fermion mass m = 4.0 GeV, coupling g = 0.1
speed beta = 0.6000, momentum p = 3.0000 GeV, energy E = 5.0000 GeV
phase space: numerical = 0.023873, beta/(8 pi) = 0.023873
trace sums |amplitude|^2/g^2 over all spins and polarizations (GeV^2):
  scalar: 72.0000
  pseudoscalar: 200.0000
  vector: 528.0000
  axial: 144.0000
  axial without the q q/M^2 term (wrong): 16.0000
J^PC and fractions of the rate by (L,S), at the same beta:
  scalar 0++: (1,1): 1.000000
  pseudoscalar 0-+: (0,0): 1.000000
  vector 1--: (0,1): 0.989899, (2,1): 0.010101
  axial 1++: (1,1): 1.000000
threshold power of the D-wave rate, beta 0.04 to 0.08: 5.0035
beta = 0.60, m = 4.000000 GeV: width (MeV), local exponent
  scalar: 0.859437, 3.0000
  pseudoscalar: 2.387324, 1.0000
  vector: 2.100845, 0.7273
  axial: 0.572958, 3.0000
  ratio scalar/pseudoscalar = 0.360000
  ratio axial/vector = 0.272727
beta = 0.10, m = 4.974937 GeV: width (MeV), local exponent
  scalar: 0.003979, 3.0000
  pseudoscalar: 0.397887, 1.0000
  vector: 0.396561, 0.9933
  axial: 0.002653, 3.0000
  ratio scalar/pseudoscalar = 0.010000
  ratio axial/vector = 0.006689
```
